# Spinor Spherical Harmonics: One Formula in κ for Both Signs: a numerical check

```python
# Result under test (hbar = 1, Condon-Shortley spherical harmonics Y_l^mu):
#   Omega(kappa,m) = ( a Y_l^(m-1/2), b Y_l^(m+1/2) ),
#   a = -sgn(kappa) sqrt((kappa+1/2-m)/(2 kappa+1)),
#   b = sqrt((kappa+1/2+m)/(2 kappa+1)),
# is the Clebsch-Gordan coupling of (l,1/2) to j, is orthonormal on the
# sphere, and satisfies sigma.L Omega = -(kappa+1) Omega.
# kappa: nonzero integer; j = |kappa|-1/2; m = -j,...,j;
# l = kappa for kappa > 0 and l = -kappa-1 for kappa < 0.
# sigma: Pauli matrices; L = -i r x grad; J = L + sigma/2.
import numpy as np
from math import factorial
from scipy.special import lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def coefficients(kappa, m):
    q = kappa + 0.5
    upper = -np.sign(kappa) * np.sqrt((q - m) / (2 * q))
    lower = np.sqrt((q + m) / (2 * q))
    return upper, lower


def harmonic(l, mu, points):
    """Y_l^mu in the direction of Cartesian points of shape (3, N)."""
    if abs(mu) > l:
        return np.zeros(points.shape[1], dtype=complex)
    x, y, z = points
    k = abs(mu)
    norm = np.sqrt((2 * l + 1) / (4 * np.pi)
                   * factorial(l - k) / factorial(l + k))
    cosine = z / np.sqrt(x * x + y * y + z * z)
    value = norm * lpmv(k, l, cosine) * np.exp(1j * k * np.arctan2(y, x))
    return value if mu >= 0 else (-1) ** k * np.conj(value)


def spinor(kappa, m, points):
    l = orbital_l(kappa)
    a, b = coefficients(kappa, m)
    return np.array([a * harmonic(l, int(round(m - 0.5)), points),
                     b * harmonic(l, int(round(m + 0.5)), points)])


def apply_L(function, points, h=1e-3):
    """Cartesian components of L acting on a two-component function."""
    grad = []
    for axis in range(3):
        d = np.zeros((3, 1))
        d[axis] = h
        near = function(points + d) - function(points - d)
        far = function(points + 2 * d) - function(points - 2 * d)
        grad.append((8 * near - far) / (12 * h))
    x, y, z = points
    gx, gy, gz = grad
    return (-1j * (y * gz - z * gy), -1j * (z * gx - x * gz),
            -1j * (x * gy - y * gx))


def contract_sigma(L):
    Lx, Ly, Lz = L
    return np.array([Lz[0] + Lx[1] - 1j * Ly[1],
                     Lx[0] + 1j * Ly[0] - Lz[1]])


# Quadrature on the unit sphere: Gauss-Legendre in cos(theta), uniform in phi
nodes, node_weights = np.polynomial.legendre.leggauss(16)
angles = 2 * np.pi * (np.arange(24) + 0.5) / 24
C, P = [g.ravel() for g in np.meshgrid(nodes, angles, indexing="ij")]
S = np.sqrt(1 - C * C)
sphere = np.array([S * np.cos(P), S * np.sin(P), C])
weights = np.repeat(node_weights, 24) * 2 * np.pi / 24


def inner(f, g):
    return np.sum(weights * np.conj(f) * g)


kappas = [k for k in range(-6, 6) if k != 0]
states = [(k, -abs(k) + 0.5 + i) for k in kappas for i in range(2 * abs(k))]

# Closed formula against independently computed Clebsch-Gordan coefficients
cg_error = 0.0
for kappa, m in states:
    l = orbital_l(kappa)
    j = Rational(2 * abs(kappa) - 1, 2)
    for value, spin in zip(coefficients(kappa, m), (1, -1)):
        mu = int(round(m - spin / 2))
        exact = 0.0
        if abs(mu) <= l:
            exact = float(clebsch_gordan(l, Rational(1, 2), j, mu,
                                         Rational(spin, 2),
                                         Rational(int(round(2 * m)), 2)))
        cg_error = max(cg_error, abs(value - exact))
assert cg_error < 1e-12

# Orthonormality by quadrature, all pairs of states
fields = np.array([spinor(k, m, sphere) for k, m in states])
gram = np.einsum("acn,bcn,n->ab", fields.conj(), fields, weights)
gram_error = np.max(abs(gram - np.eye(len(states))))
assert gram_error < 1e-11

# Differential operators: sigma.L, J_z, and both ladder operators
eigen_error = jz_error = ladder_error = spin_error = 0.0
for (kappa, m), F in zip(states, fields):
    L = apply_L(lambda p: spinor(kappa, m, p), sphere)
    eigen_error = max(eigen_error,
                      np.max(abs(contract_sigma(L) + (kappa + 1) * F)))
    Jz = L[2] + 0.5 * np.array([F[0], -F[1]])
    jz_error = max(jz_error, np.max(abs(Jz - m * F)))
    j = abs(kappa) - 0.5
    zero = np.zeros_like(F[0])
    for step, spin_part in ((-1, [zero, F[0]]), (1, [F[1], zero])):
        moved = L[0] + step * 1j * L[1] + np.array(spin_part)
        target = np.zeros_like(F)
        if abs(m + step) <= j:
            target = (np.sqrt(j * (j + 1) - m * (m + step))
                      * spinor(kappa, m + step, sphere))
        ladder_error = max(ladder_error, np.max(abs(moved - target)))
    sigma_z = (inner(F[0], F[0]) - inner(F[1], F[1])).real
    spin_error = max(spin_error, abs(sigma_z + m / (kappa + 0.5)))
assert eigen_error < 1e-7   # limited by finite differences
assert jz_error < 1e-7
assert ladder_error < 1e-7
assert spin_error < 1e-11


def sigma_L_block(l, m):
    """Matrix of sigma.L between the two product functions, by quadrature."""
    def up(p):
        y = harmonic(l, int(round(m - 0.5)), p)
        return np.array([y, 0 * y])

    def down(p):
        y = harmonic(l, int(round(m + 0.5)), p)
        return np.array([0 * y, y])

    basis = (up, down)
    images = [contract_sigma(apply_L(f, sphere)) for f in basis]
    return np.array([[inner(f(sphere), g) for g in images] for f in basis])


block_error = 0.0
for l in range(1, 6):
    for i in range(2 * l):
        m = -l + 0.5 + i
        s = np.sqrt((l + 0.5) ** 2 - m * m)
        formula = np.array([[m - 0.5, s], [s, -m - 0.5]])
        numeric = sigma_L_block(l, m)
        block_error = max(block_error, np.max(abs(numeric - formula)))
        assert np.allclose(np.linalg.eigvalsh(numeric), [-l - 1, l],
                           atol=1e-7)
assert block_error < 1e-7

# Worked example: the two spinors with l = 2 and m = 1/2
l, m = 2, 0.5
theta, phi = np.pi / 3, 0.0
point = np.array([[np.sin(theta) * np.cos(phi)],
                  [np.sin(theta) * np.sin(phi)], [np.cos(theta)]])
block = sigma_L_block(l, m).real
low, high = np.linalg.eigvalsh(block)
print(f"number of spinors tested (l = 0 to 5): {len(states)}")
print(f"example: l = {l}, m = {m} (hbar)")
print(f"sigma.L block, upper-upper: {block[0, 0] + 0.0:.4f} hbar")
print(f"sigma.L block, upper-lower: {block[0, 1]:.4f} hbar")
print(f"sigma.L block, lower-lower: {block[1, 1]:.4f} hbar")
print(f"block eigenvalues: {low:.4f} and {high:.4f} hbar")
print(f"point: theta = {np.degrees(theta):.0f} deg, phi = {phi:.0f} deg")
print(f"Y_2^0 at point: {harmonic(2, 0, point)[0].real:.6f} (sr^-1/2)")
print(f"Y_2^1 at point: {harmonic(2, 1, point)[0].real:.6f} (sr^-1/2)")
example = {}
for kappa in (2, -3):
    a, b = coefficients(kappa, m)
    F = spinor(kappa, m, sphere)
    example[kappa] = F
    wu, wd = inner(F[0], F[0]).real, inner(F[1], F[1]).real
    here = spinor(kappa, m, point)[:, 0].real
    acted = contract_sigma(
        apply_L(lambda p: spinor(kappa, m, p), point))[:, 0].real
    assert np.allclose(acted, -(kappa + 1) * here, atol=1e-8)
    tag = f"kappa = {kappa}:"
    print(f"{tag} j = {abs(kappa) - 0.5} (hbar)")
    print(f"{tag} coefficients a, b = {a:.6f}, {b:.6f} (no unit)")
    print(f"{tag} spin-up, spin-down weights = {wu:.4f}, {wd:.4f} (no unit)")
    print(f"{tag} norm = {wu + wd:.6f} (no unit)")
    print(f"{tag} <sigma_z> = {wu - wd:.4f} (no unit)")
    print(f"{tag} Omega at point = {here[0]:.6f}, {here[1]:.6f} (sr^-1/2)")
    print(f"{tag} sigma.L Omega at point = {acted[0]:.6f}, {acted[1]:.6f}"
          " (hbar sr^-1/2)")
    print(f"{tag} ratios = {acted[0] / here[0]:.4f},"
          f" {acted[1] / here[1]:.4f} hbar")

F, G = example[2], example[-3]
overlap = sum(inner(F[c], G[c]) for c in range(2)).real
unsigned = (-inner(F[0], G[0]) + inner(F[1], G[1])).real
assert abs(overlap) < 1e-12
assert abs(unsigned) > 0.5
print(f"overlap of the two spinors, magnitude: {abs(overlap):.6f} (no unit)")
print(f"overlap if the sign factor is dropped: {unsigned:.6f} (no unit)")
print(f"largest Clebsch-Gordan deviation: {cg_error:.0e} (no unit)")
print(f"largest orthonormality deviation: {gram_error:.0e} (no unit)")
print(f"largest sigma.L residual: {eigen_error:.0e} (hbar sr^-1/2)")
print(f"largest J_z residual: {jz_error:.0e} (hbar sr^-1/2)")
print(f"largest ladder residual: {ladder_error:.0e} (hbar sr^-1/2)")
print(f"largest block-element deviation: {block_error:.0e} hbar")
print("done: every assertion held")
```

Printed output:

```
number of spinors tested (l = 0 to 5): 72
example: l = 2, m = 0.5 (hbar)
sigma.L block, upper-upper: 0.0000 hbar
sigma.L block, upper-lower: 2.4495 hbar
sigma.L block, lower-lower: -1.0000 hbar
block eigenvalues: -3.0000 and 2.0000 hbar
point: theta = 60 deg, phi = 0 deg
Y_2^0 at point: -0.078848 (sr^-1/2)
Y_2^1 at point: -0.334523 (sr^-1/2)
kappa = 2: j = 1.5 (hbar)
kappa = 2: coefficients a, b = -0.632456, 0.774597 (no unit)
kappa = 2: spin-up, spin-down weights = 0.4000, 0.6000 (no unit)
kappa = 2: norm = 1.000000 (no unit)
kappa = 2: <sigma_z> = -0.2000 (no unit)
kappa = 2: Omega at point = 0.049868, -0.259121 (sr^-1/2)
kappa = 2: sigma.L Omega at point = -0.149603, 0.777362 (hbar sr^-1/2)
kappa = 2: ratios = -3.0000, -3.0000 hbar
kappa = -3: j = 2.5 (hbar)
kappa = -3: coefficients a, b = 0.774597, 0.632456 (no unit)
kappa = -3: spin-up, spin-down weights = 0.6000, 0.4000 (no unit)
kappa = -3: norm = 1.000000 (no unit)
kappa = -3: <sigma_z> = 0.2000 (no unit)
kappa = -3: Omega at point = -0.061075, -0.211571 (sr^-1/2)
kappa = -3: sigma.L Omega at point = -0.122151, -0.423142 (hbar sr^-1/2)
kappa = -3: ratios = 2.0000, 2.0000 hbar
overlap of the two spinors, magnitude: 0.000000 (no unit)
overlap if the sign factor is dropped: 0.979796 (no unit)
largest Clebsch-Gordan deviation: 1e-16 (no unit)
largest orthonormality deviation: 1e-14 (no unit)
largest sigma.L residual: 9e-11 (hbar sr^-1/2)
largest J_z residual: 9e-11 (hbar sr^-1/2)
largest ladder residual: 9e-11 (hbar sr^-1/2)
largest block-element deviation: 8e-11 hbar
done: every assertion held
```
